# Decay of Step Ripples between Straight, Perfectly Absorbing Neighbours, part 2

A surface step \(x=h(y,t)\) has the upper terrace at \(x<h\) and neighbouring steps at \(x=\pm L\). How fast does a small ripple \(h=a(t)\cos(qy)\), of wavelength \(\lambda=2\pi/q\), decay by adatom diffusion on the terraces? A prime on \(h\) means \(\partial/\partial y\), one on a function of \(x\) means \(d/dx\), and a dot means a time derivative.

Adatoms have diffusivity \(D\) and equilibrium density \(c_{\rm eq}\) (number per area) at a straight step; \(u\) is the excess over \(c_{\rm eq}\), written \(u=X(x)\cos(qy)\) on the right-hand terrace. \(\Omega\) is the area per added unit, \(\tilde\beta\) the step stiffness, \(k_BT\) the thermal energy and \(\xi=\Omega\tilde\beta/(k_BT)\) the capillary length. The chemical potential, measured from that of a straight step, is

\[
\mu=-\Omega\tilde\beta\,h''=\Omega\tilde\beta\,q^2h . \tag{5}
\]

With fast attachment, the excess beside the step is \(c_{\rm eq}\mu/(k_BT)=c_{\rm eq}\xi q^2h\). Held neighbours stay straight and keep \(u=0\). Deposition and desorption were neglected, and the density was taken to follow the step shape, which requires

\[
r\ll D\left(q^2+\frac{\pi^2}{L^2}\right), \tag{8}
\]

where \(r\) is the decay rate. The current per length leaving the step to the right, equal to that leaving to the left, is

\[
-D\,\partial_xu\big|_{0^+}=D\,q\coth(qL)\;c_{\rm eq}\xi q^2h , \tag{11}
\]

and the current arriving at the right-hand neighbour is

\[
-D\,\partial_xu\big|_{L}=\frac{D\,q}{\sinh(qL)}\,c_{\rm eq}\xi q^2h . \tag{15}
\]

The decay rate and its limits are

\[
\boxed{\,r(q)=2A\,q^3\coth(qL),\qquad
A=\frac{D\,c_{\rm eq}\,\Omega^2\tilde\beta}{k_BT}\,} \tag{13}
\]

\[
r\to2Aq^3\quad(qL\gg1),\qquad
r=\frac{2Aq^2}{L}\left(1+\frac{q^2L^2}{3}+\dots\right)\quad(qL\ll1). \tag{14}
\]

\(A\) has the unit m³/s. The exponent of the rate means \(d\ln r/d\ln q\). Finite-element rates come from solving Laplace's equation on terraces bounded by the curved step. For a segment of length \(\ell\), a whole number of wavelengths, thermal fluctuations give

\[
\langle a^2\rangle=\frac{2k_BT}{\tilde\beta q^2\ell}. \tag{18}
\]

### Finite attachment rate

Suppose that the current off an edge is \(k\) times the difference between the equilibrium density and the actual density beside it, and let \(d=D/k\). If \(u_s\) is the equilibrium excess at the bent step, the edge conditions become

\[
u-d\,\partial_xu=u_s\ \ (x=0),\qquad u+d\,\partial_xu=0\ \ (x=L). \tag{21}
\]

The function \(s(x)=\sinh[q(L-x)]+qd\cosh[q(L-x)]\) satisfies the second condition, because \(s(L)=qd\) and \(s'(L)=-q\). With \(S=\sinh(qL)\) and \(C=\cosh(qL)\), its values at the step are \(s(0)=S+qdC\) and \(-s'(0)=q(C+qdS)\). The current divided by \(Du_s\) is \(-s'(0)/[s(0)-d\,s'(0)]\), so in the decay rate

\[
q\coth(qL)\ \to\ \frac{q\,(C+qdS)}{S+2qdC+q^2d^2S}. \tag{22}
\]

For \(qL\ll1\) and \(qd\ll1\) the right side is \(1/(L+2d)\): two edges and a terrace act in series. For \(qL\gg1\) it is \(q/(1+qd)\). Diffusion on the terrace therefore limits the rate if \(2d\ll L\) in the first case and \(qd\ll1\) in the second. If instead \(qL\gg1\) and \(qd\gg1\), the rate is \(2Aq^2/d\), again quadratic. A measured exponent of 2 therefore does not by itself identify the long-wave regime of (14).

### Diffusion along the step edge

Atoms may also move along the edge, with diffusivity \(D_e\) and number per length \(n_e\). Their current is \(-(D_en_e/k_BT)\,\partial_y\mu\), and its divergence moves the step:

\[
\partial_th=\frac{\Omega D_en_e}{k_BT}\,\partial_y^2\mu
=-\frac{D_en_e\Omega^2\tilde\beta}{k_BT}\,q^4h , \tag{23}
\]

where (5) was used. This rate adds to (13), because both currents are driven by the same \(\mu\). Its ratio to (13) is

\[
\frac{r_e}{r}=\ell_e\,q\tanh(qL),\qquad \ell_e=\frac{D_en_e}{2Dc_{\rm eq}} . \tag{24}
\]

A cubic regime thus requires \(1/q\) to be a few times smaller than \(L\) (at \(qL=3\) the rate (13) exceeds the cubic law by only 0.5%) but much larger than both \(d\) and \(\ell_e\).

### Repulsion between steps

Let two steps at distance \(s\) repel with energy \(g/s^2\) per length. For a displacement \(h\) between fixed neighbours, expansion to second order gives

\[
\frac{g}{(L+h)^2}+\frac{g}{(L-h)^2}\approx\frac{2g}{L^2}+\frac{6g}{L^4}h^2 . \tag{25}
\]

The last term is \(\tfrac12Kh^2\) with \(K=12g/L^4\). It changes (5) to \(\mu=\Omega(\tilde\beta q^2+K)h\) and, if the neighbours still keep \(u=0\), multiplies the rate by \(1+K/(\tilde\beta q^2)\). This condition is an idealization: the repulsion also shifts the chemical potential of each neighbour by \(-\tfrac12\Omega Kh\), and if the densities there followed it, the repulsive part of the rate would be half as large again at long wavelengths. The following result keeps \(u=0\) and assumes that all displacements of the step, thermal ones included, are small beside \(L\). For \(q\ll\sqrt{K/\tilde\beta}\) and \(qL\ll1\) the rate no longer falls with \(q\), but tends to \(2AK/(\tilde\beta L)\). The quadratic law consequently has an upper limit in wavelength as well as a lower one.

### Desorption and delay of the adatoms

Let adatoms desorb after a mean time \(\tau\), with the vapour replacing them at \(c_{\rm eq}/\tau\), so that \(\partial_tu=D\nabla^2u-u/\tau\). If everything decays as \(e^{-rt}\), then \(X''=\kappa^2X\) and

\[
r=2Aq^2\kappa\coth(\kappa L),\qquad
\kappa^2=q^2+\frac1{D\tau}-\frac rD . \tag{26}
\]

The term \(r/D\) is the delay neglected through (8). If \(1/q\) is much larger than the desorption length \(\sqrt{D\tau}\), then \(\kappa\) no longer depends on \(q\) and the rate is quadratic even for \(qL\gg1\). A cubic regime therefore also requires \(1/q\ll\sqrt{D\tau}\). Equation (26) was tested against the slowest eigenvalue of the coupled step and terrace equations, with the delay made deliberately large: \(q=L=D=1\), \(2A=0.3\), and \(\tau=2\) or practically infinite. The values agreed to 0.1%.

### Neighbours that are free to move

Consider an infinite train of equal terraces whose steps have ripple amplitudes \(a_n\) and do not repel one another. Each step loses material by (11) to both sides and receives (15) from each neighbour:

\[
\dot a_n=-Aq^3\left[2\coth(qL)\,a_n-\frac{a_{n-1}+a_{n+1}}{\sinh(qL)}\right]. \tag{27}
\]

For \(a_n\propto e^{in\varphi}\) the sum of the neighbours is \(2\cos\varphi\,a_n\), and the rate is

\[
r_\varphi=2Aq^3\,\frac{\cosh(qL)-\cos\varphi}{\sinh(qL)} . \tag{28}
\]

If one step alone is bent at \(t=0\), all \(\varphi\) have equal weight. With \(I_0(w)=\frac1{2\pi}\int_0^{2\pi}e^{w\cos\varphi}d\varphi\), the average of \(e^{-r_\varphi t}\) gives

\[
a_0(t)=a_0(0)\,e^{-rt}\,I_0\!\left(\frac{rt}{\cosh(qL)}\right). \tag{29}
\]

A ring of 41 steps integrated to \(t=1/r\) reproduced (29) to 0.1% for \(qL=0.3\) and 1.5. Since \(I_0(w)\approx1+w^2/4\) for small \(w\), the initial decay rate is still (13), but material returned by the bent neighbours slows the later decay. At short wavelengths \(1/\cosh(qL)\) is small and the effect disappears. When all steps are bent in phase, \(\varphi=0\) and \(r_0=2Aq^3\tanh(qL/2)\), which tends to \(ALq^4\) at long wavelengths. Steps bent in phase therefore do not follow the quadratic law. For any fixed \(\varphi\) that is not a multiple of \(2\pi\), (28) still becomes quadratic at long wavelengths, \(r_\varphi\to2Aq^2(1-\cos\varphi)/L\), because neighbouring steps then differ in shape and exchange material.

### Worked example

Take steps one unit cell high on SrTiO₃(001) during an anneal at 1300 K. The cell edge is 0.39 nm and the terraces are 100 nm wide, which corresponds to a miscut of 0.22°. One effective species stands for the joint transport of all constituents. The assumed values are \(\tilde\beta=0.5\) eV/nm, \(D=10^7\) nm²/s and an adatom coverage \(c_{\rm eq}\Omega=10^{-4}\). With \(k_BT=0.112\) eV and \(\Omega=0.152\) nm²,

\[
\xi=\frac{0.152\times0.5}{0.112}\ \text{nm}=0.68\ \text{nm},\qquad
A=10^7\times10^{-4}\times0.679=679\ \text{nm}^3/\text{s},
\]

or \(6.8\times10^{-25}\) m³/s.

At \(\lambda=100\) nm, \(q=0.0628\) nm⁻¹ and \(qL=6.28\). The cubic law gives \(r=2\times679\times(0.0628)^3=0.34\) s⁻¹, a decay time of 3.0 s. At \(\lambda=2000\) nm, \(q=0.00314\) nm⁻¹ and \(qL=0.314\). The quadratic law gives \(1.34\times10^{-4}\) s⁻¹ and the full formula \(1.38\times10^{-4}\) s⁻¹, a decay time of 2.0 h. Doubling the wavelength from 100 to 200 nm lowers the full rate by a factor 7.97, close to \(2^3\); doubling it from 1000 to 2000 nm lowers it by 4.37, approaching \(2^2\).

The neglected effects need further assumed values. An extra attachment barrier of 0.2 eV reduces \(k\) from about \(D\) divided by the cell edge by a Boltzmann factor, so \(d=0.39\,e^{0.2/0.112}\) nm \(=2.3\) nm. An edge coverage of \(10^{-3}\) with \(D_e=D\) gives \(\ell_e=1.95\) nm. At 100 nm, slow attachment alone lowers the rate by 13% and edge diffusion alone raises it by 12%, both relative to (13). Their near cancellation results from the chosen values and says nothing about the material. At 2000 nm the changes are \(-4.4\%\) and \(+0.2\%\).

With \(g=0.1\) eV nm and the small-displacement constant \(K\), repulsion adds 0.24% at 2000 nm and equals the stiffness term \(\tilde\beta q^2\) (called line tension in the output) at 41 μm. These two values are only rough, because a long step at 1300 K wanders thermally by about 23 nm (root mean square) between straight neighbours, where the repulsion is no longer harmonic. The fluctuation spectrum of a step wandering in the full repulsive potential changes them to about 0.5% and 29 μm; simply averaging the curvature of the repulsion over the wandering gives 0.5% and 28 μm. The wandering also makes the two terraces locally unequal in width, which (13) leaves out. At long wavelengths the two gaps then conduct in proportion to \(L^2/(L^2-h^2)\), and the thermal average of this factor suggests a rate higher by roughly 6%, more than any other correction listed here for held neighbours at 2000 nm. A desorption energy of 3 eV with an attempt rate of \(10^{13}\) s⁻¹ adds 0.7% at 2000 nm, provided that vapour replaces the lost adatoms as assumed in (26). An ordinary anneal has no such supply. With \(\tau=0.043\) s the straight steps would then retreat at about \(c_{\rm eq}\Omega L/\tau=0.23\) nm/s, or some 17 terrace widths in 2.0 h, so the picture of a stationary step requires much slower desorption. The delay of the adatoms is negligible at both wavelengths. For a segment one wavelength long, (18) gives a thermal amplitude of 4.8 nm at 2000 nm. The finite-element rate at this amplitude is 0.16% above its small-amplitude value.

Set beside the real case, the cell edge, a miscut of a few tenths of a degree and anneals of hours near this temperature are typical as rough values. The stiffness, diffusivity, coverage, barriers and repulsion are rough assumptions. The product \(Dc_{\rm eq}\) was chosen so that micrometre bends relax within hours, so the 2.0 h is not a prediction. On a real vicinal surface the neighbours are not held. At 2000 nm, by (29), the amplitude of a single bent step at \(t=1/r\) is 24% larger than with held neighbours. For steps bent in phase the change is far greater: the ratio \(r_0/r=\tanh(qL/2)\tanh(qL)\approx(qL)^2/2\) is about 0.05, so with terrace diffusion alone such a bend would last about twenty times longer. Because \(r_0\) is so small, two of the neglected effects matter more here: the desorption assumed above, with vapour supply, raises it by about 24% and edge diffusion by about 4%, which reduces the factor to about 17. The remaining values are listed in the numerical output below.

## Calculated quantities

```
Rough assumed inputs, SrTiO3(001) anneal regime
temperature 1300 K; thermal energy 0.1120 eV
cell edge and step height 0.39 nm; Omega 0.1521 nm^2
terrace width L 100 nm
miscut angle 0.223 degree
step stiffness 0.50 eV/nm
adatom diffusivity 1.0e+07 nm^2/s
adatom coverage 1.0e-04; c_eq 6.575e-04 nm^-2
capillary length 0.6789 nm
A 678.86 nm^3/s = 6.789e-25 m^3/s
Finite-element rate / formula, by qL
qL 0.1: ratio 1.00000
qL 0.3: ratio 1.00000
qL 1.0: ratio 1.00001
qL 3.0: ratio 1.00010
qL 6.0: ratio 1.00030
exponent 2.5: qL 1.0887, wavelength/L 5.771
full rate 10% above quadratic law: qL 0.5532, wavelength/L 11.357
full rate 10% above cubic law: qL 1.5223, wavelength/L 4.128
wavelength nm | qL | rate 1/s | cubic 1/s | quadratic 1/s | exponent
  100 | 6.2832 | 3.3679e-01 | 3.3678e-01 | 5.3601e-02 | 2.9999
  200 | 3.1416 | 4.2256e-02 | 4.2098e-02 | 1.3400e-02 | 2.9765
  500 | 1.2566 | 3.1692e-03 | 2.6943e-03 | 2.1440e-03 | 2.5901
 1000 | 0.6283 | 6.0476e-04 | 3.3678e-04 | 5.3601e-04 | 2.2216
 2000 | 0.3142 | 1.3838e-04 | 4.2098e-05 | 1.3400e-04 | 2.0629
 5000 | 0.1257 | 2.1553e-05 | 2.6943e-06 | 2.1440e-05 | 2.0105
decay time at 100 nm 2.969 s
decay time at 2000 nm 7226.4 s = 2.007 h
Rough assumed inputs for neglected effects
extra attachment barrier 0.2 eV; attachment length 2.325 nm
edge coverage 1.0e-03; edge length 1.950 nm
repulsion coefficient 0.1 eV nm
desorption energy 3.0 eV; attempt rate 1.0e+13 1/s
adatom lifetime 0.0427 s; desorption length 653.3 nm
repulsion equals line tension at wavelength 40558 nm
Neglected effects at 100 nm, relative change in percent
thermal amplitude (segment = wavelength) 1.065 nm; mu/kT 2.86e-03
finite attachment, rate -12.75 %
edge diffusion, rate 12.25 %
step repulsion, rate 0.0006 %
curved geometry, rate -0.243 %
diffusion lag, rate -4.27e-04 %; desorption, rate 0.030 %
free neighbours, amplitude at t=1/r 0.0003 %
Neglected effects at 2000 nm, relative change in percent
thermal amplitude (segment = wavelength) 4.765 nm; mu/kT 3.19e-05
finite attachment, rate -4.37 %
edge diffusion, rate 0.19 %
step repulsion, rate 0.2432 %
curved geometry, rate 0.158 %
diffusion lag, rate -4.41e-06 %; desorption, rate 0.745 %
free neighbours, amplitude at t=1/r 24.0059 %
```
